The length of semiconductor equivalent to a contact

**A post and its contact**

Take a square post of heavily doped silicon, 40 nm on a side, with a metal silicide covering its whole end. The current runs along the post and crosses the entire end face. Let the silicon have resistivity ρ = 1×10⁻³ Ω cm and the contact a specific contact resistivity ρ_c = 1×10⁻⁸ Ω cm². How much silicon has the same resistance as the contact?

The area is

A = (40×10⁻⁷ cm)² = 1.6×10⁻¹¹ cm².

Specific contact resistivity is a resistance multiplied by an area, so the contact resistance is

R_c = ρ_c/A = 10⁻⁸/(1.6×10⁻¹¹) Ω = 625 Ω.

A length L of the post has resistance ρL/A. Setting this equal to 625 Ω gives

L = 625 × 1.6×10⁻¹¹/10⁻³ cm = 1.0×10⁻⁵ cm = 100 nm.

The area was divided out and then multiplied back in, so it does not matter. The estimate is one division:

ℓ = ρ_c/ρ = (10⁻⁸ Ω cm²)/(10⁻³ Ω cm) = 10⁻⁵ cm = 100 nm.

This is the length for one contact. Two equal contacts, one at each end, add 200 nm. No layer 100 nm thick exists at the interface: ℓ is a resistance expressed as a length of silicon.

**The derivation and its conditions**

The specific contact resistivity is defined locally, at small voltage, by

ρ_c = dV/dJ at J = 0,

where V is the voltage drop across the interface and J is the current density through it. If the drop is small enough for the response to be linear, V = ρ_c J at each point of the contact.

Let the current I be spread uniformly over the contact, so that J = I/A. The contact drop is then

V_c = ρ_c I/A.

In the silicon, Ohm's law gives a field ρJ. If ρ is constant and the cross-section is also A, the drop over a length L is

V_s = ρJL = ρLI/A.

The same current passes through both, so the drops add. Neglecting the resistance of the metal,

R = (V_s + V_c)/I = (ρL + ρ_c)/A = (ρ/A)(L + ℓ), with ℓ = ρ_c/ρ.

The contact therefore acts as an extension of the post by ℓ. If R is plotted against L for posts that differ in length alone, the straight line extrapolates to R = 0 at L = −ℓ, or at −2ℓ if both ends have such contacts.

The contact's share of the resistance is ℓ/(L + ℓ). For L much greater than 100 nm the silicon dominates, at L = 100 nm the shares are equal, and for L = 20 nm the contact supplies 100/120, or 83%, of the total. Shortening the silicon further then brings little, because the contact term stays fixed.

The length also depends on the silicon chosen for the comparison. If ρ rises by 10% while ρ_c is held fixed, ℓ falls to 100/1.1 = 91 nm. The contact has not improved; each nanometre of silicon has become more resistive.

**A contact on half the end face**

Now let the areas differ. Consider a strip of height H, uniform in the third direction, whose end face is covered by metal over a fraction f of its height. If J is the mean current density in the strip, the mean density through the contact is J/f. The mean contact drop is ρ_c J/f, which corresponds to a strip length ℓ/f. The current must also converge on the contact, and this adds resistance in the silicon.

To find the added part, put the end face at x = 0, the silicon at x < 0 and the contact at 0 < y < fH. Current flows towards positive x. The potential obeys Laplace's equation, and no current crosses the top and bottom of the strip, so

V = V₀ − ρJx + Σ aₙ cos(nπy/H) exp(nπx/H), n = 1, 2, 3, …

Each term of the sum decays into the silicon. The current density at the end face is −(1/ρ)∂V/∂x, or

J − (1/ρ) Σ aₙ (nπ/H) cos(nπy/H).

As an approximation, take this to be J/f over the contact; it is zero on the uncovered part. Multiply by cos(nπy/H) and integrate from 0 to H. The constant J gives zero, the square of the cosine gives H/2, and the contact side gives (J/f)(H/nπ) sin(nπf). Hence

−(aₙ/ρ)(nπ/H)(H/2) = (J/f)(H/nπ) sin(nπf),

aₙ = −2ρJH sin(nπf)/(f n²π²).

The mean of cos(nπy/H) over the contact is sin(nπf)/(nπf). The mean silicon potential at the contact is therefore

V₀ + Σ aₙ sin(nπf)/(nπf) = V₀ − ρJs,

s = [2H/(π³f²)] Σ sin²(nπf)/n³.

With the metal at zero potential, this mean must equal ρ_c J/f, so V₀ = ρ_c J/f + ρJs. Dividing by ρJ gives the total added length

ℓ_added = ℓ/f + s.

For f = 1 every sine vanishes and the simple result returns. For f = 1/2, the even terms vanish and the odd ones have sin² = 1. Their sum, 1 + 1/27 + 1/125 + …, is 1.052. With H = 40 nm,

s = (8 × 40 nm/π³) × 1.052 = 10.9 nm,

ℓ_added = 200 nm + 10.9 nm ≈ 211 nm.

The approximation of uniform contact current can be removed by solving current conservation numerically on square cells 0.5 nm wide, with the interface resistance included in the contact cells. This gives s = 10.8 nm. Uniform current is a good approximation here because the contact term, 200 nm, is much larger than the spreading term. Halving the contact area has thus slightly more than doubled the equivalent length.

**A contact on top of a film**

In a planar device the current often arrives sideways. Let a film of thickness t and width w carry current under a metal contact of length L_c. Measure x from the front edge of the contact, where the current enters, and let V(x) be the film potential relative to the metal. If V hardly varies through the thickness of the film, two balances describe the flow. Ohm's law along the film is

dV/dx = −ρI/(tw),

and the current lost upwards into the metal is

dI/dx = −wV/ρ_c.

Differentiate the first equation and insert the second:

d²V/dx² = −[ρ/(tw)] dI/dx = [ρ/(ρ_c t)] V = V/L_T²,

L_T = √(ρ_c t/ρ) = √(ℓt).

The transfer length L_T is the geometric mean of the equivalent length and the film thickness. No current remains at the far end, so dV/dx = 0 at x = L_c. The solution is

V(x) = V(0) cosh[(L_c − x)/L_T]/cosh(L_c/L_T).

Its slope at the front edge gives the entering current:

I(0) = −(tw/ρ) dV/dx at x = 0 = [tw/(ρL_T)] V(0) tanh(L_c/L_T).

The resistance V(0)/I(0), multiplied by tw/ρ, is the equivalent film length counted from the front edge:

ℓ_top = L_T coth(L_c/L_T).

It includes the film beneath the contact as well as the interface.

Two limits show what this means. Put u = L_c/L_T. For small u, cosh u ≈ 1 + u²/2 and sinh u ≈ u(1 + u²/6), so coth u ≈ 1/u + u/3 and

ℓ_top ≈ L_T²/L_c + L_c/3 = ℓt/L_c + L_c/3.

The first term is the contact resistance for uniform current, with ℓ scaled by the ratio of film cross-section to contact area. The second is film resistance under the contact; it is one third of L_c because the current falls steadily to zero there. For large u, coth u approaches 1 and ℓ_top approaches L_T. Extra contact length then has little effect, since most of the current has already left the film.

For t = 20 nm and L_c = 40 nm,

L_T = √(100 × 20) nm = 44.7 nm,

ℓ_top = 44.7 nm × coth(40/44.7) = 62.7 nm.

The area-scaled guess ℓt/L_c alone gives 50 nm. A two-dimensional solution by the same cell method gives 65.8 nm. The formula is about 5% below that value because it ignores the resistance met by current moving upwards through the film.

None of these three lengths is 100 nm, although ρ_c and ρ are unchanged. The contact is 40 nm long while the film is only 20 nm thick, which lowers the interface term to 50 nm; the film beneath the contact then adds its own resistance. Equal areas alone would not restore 100 nm: for L_c = t = 20 nm the formula gives 107 nm, because the current still has to flow sideways beneath the contact. A two-dimensional solution, which also includes the upward path through the film, gives 112 nm.

**Is 100 nm long enough to be treated as bulk?**

The comparison uses Ohm's law in the silicon right up to the interface. Two short lengths test that idea. Both need the electron density. With a rough mobility μ = 100 cm²/Vs and elementary charge q,

n = 1/(qρμ) = 6.2×10¹⁹ cm⁻³.

Real n-type silicon of this resistivity has a lower mobility, roughly 60 to 75 cm²/Vs depending on the dopant, and so about 8×10¹⁹ to 1×10²⁰ electrons per cm³. Both short lengths below would then be somewhat shorter.

The first length is the depletion width W. Take the donor density N equal to n, and a rough barrier φ = 0.60 eV. If all mobile electrons are absent from 0 < x < W, the field magnitude is qN(W − x)/ε, where ε is the permittivity. Its integral is qNW²/(2ε), which must equal φ/q. Thus

W = √[2εφ/(q²N)] = 3.5 nm

for a relative permittivity of 11.7. The small band bending due to the Fermi level's position in the silicon is neglected.

The second length comes from the resistance that silicon has even without scattering, because it offers a finite number of channels. Each channel, with both spins, conducts 2q²/h. In one valley at energy E above the band edge, the allowed transverse wavevectors fill an ellipse with semi-axes √(2m_y E)/ħ and √(2m_z E)/ħ. Dividing its area by (2π)² gives the channels per unit area:

M(E) = √(m_y m_z) E/(2πħ²).

At temperature T, M(E) is averaged with the weight −df/dE, where f is the Fermi function. Integrating by parts replaces E by ∫f dE = kT ln(1 + e^η), where ηkT is the Fermi energy measured from the band edge.

Silicon has six valleys, with rough masses 0.92 and 0.19 electron masses along and across each valley axis. For current along a cube axis, two valleys have √(m_y m_z) = 0.19 and four have √(0.92 × 0.19) = 0.418, a sum of 2.05 electron masses. The Fermi energy follows from the density. With m_d = (0.92 × 0.19²)^(1/3) electron masses, each valley has (1/2π²)(2m_d/ħ²)^(3/2) √E states per unit volume and energy. Filling six valleys according to f, and solving numerically for n at 300 K, puts the Fermi level 0.041 eV above the band edge. The resulting resistance times area is

ρ_b = 6.5×10⁻¹⁰ Ω cm².

The same division as before turns it into a length:

ρ_b/ρ = 6.5 nm.

This is the total between two perfect contacts, so about 3 nm belongs to each. Whether a quoted ρ_c already contains this share depends on how it was extracted, which leaves an ambiguity of about 3% in ℓ. Both short lengths are far below 100 nm. For a semiconductor only a few nanometres long, the bulk comparison would fail.

**Current, voltage and barrier**

At J = 1×10⁶ A/cm² the post carries 16 μA, and the contact drop is 16 μA × 625 Ω = 10 mV. This is below kT/q = 25.9 mV at 300 K, so a linear response is a reasonable first estimate, though the comparison does not prove it. In the silicon the field is ρJ = 1×10³ V/cm and the drift velocity μρJ is 1×10⁵ cm/s. That is 1% of a rough saturation velocity of 1×10⁷ cm/s, so constant mobility is adequate at this current.

The least secure input is ρ_c itself. Electrons tunnel through the barrier, which in the depletion model has height φ(1 − x/W)². For an electron at the bulk band edge, which this model does not distinguish from the Fermi level, and a tunnelling mass m, the exponent of the tunnelling probability has magnitude

2∫₀^W [√(2mφ)/ħ](1 − x/W) dx = W√(2mφ)/ħ.

Inserting W gives

W√(2mφ)/ħ = φ/E₀₀, E₀₀ = (ħq/2)√[N/(mε)].

With m equal to 0.19 electron masses, E₀₀ = 0.098 eV and the exponent is 0.60/0.098 = 6.1. Raising the barrier by 0.05 eV multiplies the exponential part of ρ_c by exp(0.05/0.098) ≈ 1.7. If the prefactor is held fixed, ℓ grows from 100 nm to about 170 nm. An electron at the actual Fermi level, 0.041 eV above the band edge, leaves the barrier before x = W; with φ measured from that level the exponent is about 5.5 and the factor about 1.6.

This barrier is schematic. Adding the electron's image energy, −q²/(16πεx), and finding the maximum numerically lowers the top by 0.20 eV, a third of its height. The model therefore indicates sensitivity but should not be used to predict ρ_c. Once ρ_c is given, the barrier shape does not enter ℓ.

**Beside a real device**

The two inputs are round values chosen separately, not measurements of one contact. With a 0.60 eV barrier and only 6×10¹⁹ donors per cm³ right up to the interface, simple tunnelling estimates give a ρ_c roughly 3 to 25 times larger, depending on whether the image force is included, how the band bending is treated and how the transmission is calculated; ℓ would grow in proportion. The estimate is very sensitive to the donor density. At 8×10¹⁹ to 1×10²⁰ per cm³, closer to what real silicon of this resistivity contains, parabolic-barrier estimates fall to about 1 to 7 times 10⁻⁸ Ω cm². Heavier doping at the interface or a lower barrier reduces ρ_c further. Advanced transistor contacts aim for still lower ρ_c, and ℓ falls in proportion at fixed ρ. Real source and drain contacts commonly break the assumption of uniform current through equal areas. In the film example, that changes the equivalent length from 100 nm to 66 nm; in the half-covered strip, it changes it to 211 nm. Doping that varies with depth also leaves no single ρ to divide by. For the assumed ρ_c and ρ, 100 nm is thus a useful scale for comparing contact with silicon, while a device resistance needs the actual geometry and a ρ_c measured for that interface.
